# Lubrication, van der Waals attraction and the contact of Brownian spheres

**Q:** My alumina slurry clumps when it loses its surface charge. Yet the liquid film between two approaching spheres should resist without limit. How do I calculate the rate at which particles meet?

**A:** Take two smooth spheres of radius $a$, centre distance $r$ and gap $h=r-2a$, in a dilute suspension at rest, with inertia neglected. Let $n(r)$ be the density of neighbours around a chosen sphere, $V(r)$ the pair energy and $D(r)$ the relative diffusivity. In the steady state the inward number flux $J$ is the same through every spherical surface:

$$J=4\pi r^2D\left(\frac{dn}{dr}+\frac{n}{kT}\frac{dV}{dr}\right)=4\pi r^2D\,e^{-V/kT}\frac{d}{dr}\left(n\,e^{V/kT}\right).$$

The first term is diffusion and the second is drift down the energy slope. Divide by $4\pi r^2De^{-V/kT}$ and integrate outward from the capture distance $r_c$, where $n=0$, to infinity, where $V=0$ and $n=n_\infty$:

$$n_\infty=\frac{J}{4\pi}\int_{r_c}^\infty\frac{e^{V/kT}}{r^2D}\,dr .$$

With $V=0$, $r_c=2a$ and constant $D=D_\infty$, this gives the Smoluchowski flux $J_S=8\pi aD_\infty n_\infty$. Define $W=J_S/J$, $D=D_\infty G$ and $u=h/a$. Since $r=a(2+u)$ and $dr=a\,du$,

$$W=2\int_{u_m}^\infty\frac{e^{V/kT}}{G(u)(2+u)^2}\,du. \tag{1}$$

This is the Fuchs integral. The actual rate is the Smoluchowski rate divided by $W$, and $u_m$ is the gap at which we count a capture.

**Q:** What does the liquid film do to $G$?

**A:** Let the surfaces approach at relative speed $U$. At distance $\rho$ from the axis the film thickness is $H=h+\rho^2/a$, because each sphere contributes $\rho^2/2a$. The displaced liquid must leave sideways, so $\pi\rho^2U=2\pi\rho Q$. For no slip, the flow per unit width is $Q=-H^3p'/(12\eta)$, with $\eta$ the viscosity and $p'=dp/d\rho$. Hence $p'=-6\eta\rho U/H^3$. Using $dH=2\rho\,d\rho/a$,

$$p=3\eta aU\int_H^\infty\frac{dH'}{H'^3}=\frac{3\eta aU}{2H^2},\qquad
F=\int_0^\infty 2\pi\rho\,p\,d\rho=\pi a\int_h^\infty p\,dH=\frac{3\pi\eta a^2U}{2h}.$$

The relative mobility near contact is therefore $U/F=2h/(3\pi\eta a^2)$. Far apart, opposite forces $F$ move each sphere at $F/(6\pi\eta a)$, so the relative mobility is $1/(3\pi\eta a)$. Diffusivity is $kT$ times mobility, which gives

$$D_\infty=\frac{kT}{3\pi\eta a},\qquad G\to\frac{2h}{a}=2u .$$

For all gaps I use the interpolation

$$G=\frac{6u^2+4u}{6u^2+13u+2}.$$

It tends to $2u$ near contact and to $1-3/(2u)$ far away. The far correction is right because a sphere moving at speed $v$ drives an axial flow $6\pi\eta av/(4\pi\eta r)=3av/(2r)$, which opposes the other sphere. Against a numerical solution of the two-sphere Stokes equations at seven gaps from $u=0.01$ to $10$, the largest relative error in $1/G$ was 3.0 %. The interpolation shifts the values of $W$ quoted below by up to about 3 %, so their last digits serve only for comparison with one another.

**Q:** If the spheres have no attraction, what does the integral give?

**A:** Set $V=0$. The integrand of (1) becomes

$$\frac{6u^2+13u+2}{u(3u+2)(u+2)^2}=\frac{1}{4u}+\frac{27/8}{3u+2}-\frac{11/8}{u+2}.$$

The coefficients follow from the residues. There is no $1/(u+2)^2$ term because the numerator vanishes at $u=-2$. An antiderivative is $\frac14\ln u+\frac98\ln(3u+2)-\frac{11}8\ln(u+2)$. At infinity the coefficients of $\ln u$ cancel, leaving $\frac98\ln3$. Thus

$$W_{\rm hs}=\tfrac98\ln3-\tfrac14\ln u_m-\tfrac98\ln(3u_m+2)+\tfrac{11}8\ln(u_m+2)
\;\to\;\tfrac14\ln\frac{2}{u_m}+\tfrac98\ln3. \tag{2}$$

As $u_m\to0$, $W$ grows without bound and the contact rate vanishes. The growth is very slow, however. For $a=50$ nm, $W$ is 2.37 for reaching a gap of 1 nm, 2.68 for 0.3 nm and 4.11 for 0.001 nm. To make $W=10$ the gap would have to be $6\times10^{-14}$ nm, where a continuous liquid has no meaning. The prohibition belongs to the continuum model; at molecular gaps lubrication has merely slowed the encounters by a moderate factor.

**Q:** Does a zero rate mean that they touch after a very long time, or that they never touch?

**A:** In this model they never touch, with probability one. Let $P(h)$ be the chance of reaching a small gap $h_1$ before a larger gap $h_2$. Divide the gap into steps $\delta$. Without a potential, equilibrium is uniform near contact, so jumps between neighbouring points have equal rates in both directions, $D(h\pm\delta/2)/\delta^2$. The value of $P$ must equal its average after the next jump:

$$D(h+\tfrac\delta2)[P(h+\delta)-P(h)]+D(h-\tfrac\delta2)[P(h-\delta)-P(h)]=0
\;\to\;\frac{d}{dh}\left(D\frac{dP}{dh}\right)=0 .$$

Near contact $D=\kappa h$, with $\kappa=2D_\infty/a$. Then $h\,dP/dh$ is constant, and $P(h_1)=1$, $P(h_2)=0$ give

$$P(h)=\frac{\ln(h_2/h)}{\ln(h_2/h_1)} .$$

For $h_1=1$, $h_2=100$ and $h=10$ in any unit, the formula gives 0.5000, as does a numerical solution of the jump equations.

To touch, the pair must first pass every positive $h_1$. The probability of touching before $h_2$ is thus no larger than $P$ for any $h_1$, and $P\to0$ as $h_1\to0$. Later returns from $h_2$ repeat an attempt whose probability is zero.

The same operator describes a random walker in a plane. If $f$ depends on the squared distance $s=x^2+y^2$ from a marked point, then $\partial_x^2f=2f'+4x^2f''$, and likewise for $y$, so

$$\nabla^2f=4f'+4sf''=4\frac{d}{ds}\left(s\frac{df}{ds}\right).$$

The gap behaves like $s$: the walker can enter any small disc around the point, but has zero chance of hitting the point itself. With constant $D$, by contrast, $P=(h_2-h)/(h_2-h_1)$, which stays positive at $h_1=0$. The factor $h$ in the diffusivity makes the difference.

**Q:** Now add van der Waals attraction. Where does its energy come from, and how does it behave at small gaps?

**A:** I add an attraction $-C/d^6$, with $d$ the distance, between all pairs of volume elements. Let each sphere have $\nu$ attracting centres per volume, and define $A=\pi^2C\nu^2$, the Hamaker constant. In the liquid, $A$ stands for the net attraction.

First take one centre at distance $R$ from the middle of a sphere. A shell of radius $q$ contributes

$$2\pi q^2\int_{-1}^{1}\frac{d\mu}{(R^2+q^2-2Rq\mu)^3}=\frac{\pi q}{2R}\left[(R-q)^{-4}-(R+q)^{-4}\right].$$

In the second term replace $q$ by $-q$; both terms then form one integral from $-a$ to $a$. With $t=R-q$,

$$\int_{R-a}^{R+a}\frac{R-t}{t^4}dt=\left[-\frac{R}{3t^3}+\frac1{2t^2}\right]_{R-a}^{R+a}=\frac{8a^3R}{3(R^2-a^2)^3}.$$

The energy of the centre is therefore $-\frac{4\pi}{3}C\nu a^3/(R^2-a^2)^3$.

Next cut the second sphere into caps at fixed $R$. By the cosine rule their area is $(\pi R/r)[a^2-(r-R)^2]$. Measure lengths in $a$ and put $s=r/a=2+u$:

$$V=-\frac{4A}{3s}\int_{s-1}^{s+1}\frac{R[1-(s-R)^2]}{(R^2-1)^3}dR
=-\frac{2A}{3s}\int_{s-1}^{s+1}\frac{s-R}{(R^2-1)^2}dR .$$

The second form is integration by parts, since $R/(R^2-1)^3$ is the derivative of $-1/[4(R^2-1)^2]$ and the bracket vanishes at both ends. An antiderivative of the last integrand is

$$\frac{1-sR}{2(R^2-1)}-\frac s4\ln\frac{R-1}{R+1}.$$

At the limits $R^2-1$ equals $s(s+2)$ and $s(s-2)$, so the difference is $\frac{s^2-2}{s(s^2-4)}+\frac s4\ln\frac{s^2-4}{s^2}$, and

$$V=-\frac A6\left[\frac2{s^2-4}+\frac2{s^2}+\ln\frac{s^2-4}{s^2}\right]. \tag{3}$$

Near contact $s^2-4=u(4+u)\to4u$, so the first term dominates and $V\to-A/(12u)$.

**Q:** How does that remove the divergence?

**A:** The dangerous part of (1) becomes $e^{-c/u}/(4u)$, with $c=A/(12kT)$. The exponential vanishes faster than any power of $u$. The integral converges at zero gap for every positive $A$.

For weak attraction we can find where the logarithm stops. Choose $\varepsilon$ with $c\ll\varepsilon\ll1$ and substitute $x=c/u$:

$$\frac14\int_0^\varepsilon\frac{e^{-c/u}}u\,du=\frac14\int_{c/\varepsilon}^\infty\frac{e^{-x}}x\,dx\simeq\frac14\left(\ln\frac\varepsilon c-\gamma\right).$$

The last step is integration by parts with $\int_0^\infty e^{-x}\ln x\,dx=-\gamma$, where $\gamma$ is Euler's constant. Hard spheres stopped at $u_m$ would give $\frac14\ln(\varepsilon/u_m)$. The two agree if $u_m=ce^\gamma$, where $V=-e^{-\gamma}kT\simeq-0.56\,kT$. From (2),

$$W\simeq\frac14\ln\frac{2}{ce^\gamma}+\frac98\ln3\qquad(A\ll kT).$$

At $A/kT=0.01$ this gives 3.037, against 3.042 from the full integral. At $A/kT=1$ it gives 1.886 against 1.929. As $A\to0$ the contact rate goes to zero, but only logarithmically.

**Q:** Would any attraction do, then?

**A:** No. What matters is whether $\int e^{V/kT}du/u$ converges at $u=0$. If $V$ levels off at a finite $V(0)$, the divergence survives with slope $\frac14e^{V(0)/kT}$ in $\ln(1/u_m)$. For a smooth well 3 $kT$ deep, the numerical slope was 0.01245, equal to $e^{-3}/4$ to the digits shown. A well that deepens as $V=-p\,kT\ln(1/u)$ is sufficient for any $p>0$, because the integrand becomes $u^{p-1}$.

The mechanics without thermal noise show a similar contrast. With inward force $F$, $dh/dt=-2hF/(3\pi\eta a^2)$. A constant force makes $h$ decay exponentially, so the gap never closes. The van der Waals force is $F=Aa/(12h^2)$, and then

$$\frac{dh}{dt}=-\frac{A}{18\pi\eta a\,h},\qquad h^2=h_0^2-\frac{At}{9\pi\eta a},\qquad t_c=\frac{9\pi\eta ah_0^2}{A}.$$

The gap closes at the finite time $t_c$. Any force growing as $h^{-q}$ with $q>0$ would do the same: then $dh/dt\propto-h^{1-q}$, and the closing time, proportional to $\int_0^{h_0}h^{q-1}dh$, is finite.

**Q:** Real attraction cannot become infinite at molecular distances. Does the paradox return?

**A:** Formally it does, if the well is flattened and the no-slip film is kept down to zero gap. Its weight is negligible in practice. For spheres of radius 50 nm with $A=40$ zJ at 298.15 K, equation (3) gives $V=-127\,kT$ at 0.3 nm. A remaining logarithm would carry the factor $e^{-127}/4$. By then the pair is captured for practical purposes, and counting capture at 0.3 nm gives the same $W$ as integrating to zero.

Slip offers another way out. If both walls have slip length $b$, the velocity across the film is $(p'/2\eta)(z^2-Hz-bH)$, with $z$ measured from one wall. Its integral gives $Q=-H^3(1+6b/H)p'/(12\eta)$. Repeating the pressure calculation and exchanging the order of integration,

$$F=3\pi\eta a^2U\int_h^\infty\frac{H-h}{H^2(H+6b)}\,dH\simeq\frac{\pi\eta a^2U}{2b}\left(\ln\frac{6b}{h}-1\right)\qquad(h\ll b).$$

A logarithmic resistance is integrable, so even hard spheres can touch. With $b=0.3$ nm, a molecular size chosen for scale, their $W$ is 2.63.

**Q:** What rate does this predict for my slurry in its tank?

**A:** Take the values above, a viscosity of 0.89 mPa s and a solids volume fraction of 0.002, with no surface charge. The Smoluchowski rate constant is

$$k_S=8\pi aD_\infty=\frac{8kT}{3\eta}=1.23\times10^{-11}\ \mathrm{cm^3/s}.$$

Equations (1) and (3) give $W=1.41$, so $k=k_S/W=8.8\times10^{-12}$ cm³/s. Without lubrication, the same attraction would give $W=0.84$, faster than Smoluchowski's rate. Here $A/kT=9.72$, so the weak-attraction formula does not apply. The attraction already equals $kT$ at a gap of 13.6 nm.

Each merger removes one particle, and $kN^2$ counts every pair twice, so $dN/dt=-\frac12kN^2$. If all aggregates keep the same $k$, then $N=N_0/(1+kN_0t/2)$. With $N_0=3.82\times10^{12}$ cm⁻³,

$$t_{1/2}=\frac2{kN_0}=\frac{2}{(8.755\times10^{-12})(3.82\times10^{12})}\ \mathrm s\simeq60\ \mathrm{ms}.$$

**Q:** How far should I trust that for a real polishing slurry?

**A:** The inputs are rough typical values for alumina in water, though the solids content is on the low side. The zero charge is untypical of a usable slurry, which is normally kept charged. In 10 mM salt, a simple constant-potential repulsion with a surface potential of 10 mV changes $W$ only to 1.42; at 40 mV it gives about $5\times10^7$. Only the great size of that number is meaningful, since retardation raises it by a factor of roughly 7 to 17, depending on how it is modelled, and a change of 4 mV in the potential shifts it by a factor of several hundred or more. The linear double-layer form is also stretched at 40 mV, which exceeds $kT/e\simeq26$ mV; an amplitude that saturates as $\tanh^2(e\psi/4kT)$, with $\psi$ the surface potential, lowers $W$ about 25-fold. At this salt level a weak charge therefore matters less than the film, and a strong one far more. In dilute salt the double layer reaches beyond the attraction and the ranking changes: at 0.1 mM the same 10 mV raises $W$ three- to fourfold, more than the factor 1.7 due to the film. Retardation of the attraction, estimated with the factor $1/(1+11h/\lambda)$ and $\lambda=100$ nm, raises $W$ to 1.59; that factor is a small-gap form, and summing a retarded pair law over both spheres gives about 1.52. Slip of 0.3 nm lowers it to 1.40. Real grains are also rough and not spherical: if asperities hold the surfaces 2 nm apart, the smooth-sphere energy there is $-15.6\,kT$, still a deep well, but the altered film flow is not calculated here. The start-up excess over the steady rate, estimated as $2a/\sqrt{\pi D_\infty t}$, is 7 % at the half-time. This form holds for constant $D$ without attraction, so it is only a rough guide here. The excess is larger earlier, and by the same estimate its accumulated effect shortens the half-time from 60 ms to a little over 50 ms.

Flow sets the other limit. The ratio of shear to diffusion, $\dot\gamma a^2/D_0$ with $D_0=D_\infty/2$, is 0.005 at a shear rate $\dot\gamma=10$ s⁻¹, but about 500 at $10^6$ s⁻¹, a rough scale for the film under a pad. The calculation is meant for the quiet tank; under the pad, shear brings the particles together and a different transport problem must be solved. The numerical output lists the remaining values.

## Computed results

```
radius 50 nm; Hamaker constant 40 zJ
temperature 298.15 K; viscosity 0.89 mPa s
solids volume fraction 0.002
Hamaker constant / kT: 9.72
number density 3.820e+12 per cm3
relative diffusivity far apart 9.815e-08 cm2/s
lubrication coefficient of 1/u (theory 0.5): 0.5062
u=0.01: G Stokes 0.0187, formula 0.0191
u=0.1: G Stokes 0.1349, formula 0.1369
u=1: G Stokes 0.4905, formula 0.4762
u=10: G Stokes 0.8754, formula 0.8743
largest sampled error of G formula 3.0 %
hard-sphere slope dW/dln(1/u_min): 0.2500
hard spheres, W to reach gap 10 nm: 1.647
hard spheres, W to reach gap 1 nm: 2.368
hard spheres, W to reach gap 0.3 nm: 2.682
hard spheres, W to reach gap 0.001 nm: 4.114
hard spheres, W to reach gap 1e-06 nm: 5.841
gap at which hard-sphere W is 10: 6.0e-14 nm
hitting test: chain 0.5000, logarithm 0.5000
from 1 nm, reach 0.1 before 5 nm: 0.411; constant D 0.816
from 1 nm, reach 0.001 before 5 nm: 0.189; constant D 0.800
from 1 nm, reach 1e-06 before 5 nm: 0.104; constant D 0.800
A/kT=0.001: W 3.614, weak formula 3.613
A/kT=0.01: W 3.042, weak formula 3.037
A/kT=0.1: W 2.479, weak formula 2.462
A/kT=1: W 1.929, weak formula 1.886
3 kT finite well, slope in ln(1/u_min): 0.01245
example W with attraction and lubrication: 1.409
same W from the flux equation: 1.409
W with attraction, no lubrication: 0.836
gap where attraction equals kT: 13.60 nm
hard-sphere cutoff gap giving the same W: 17.90 nm
Smoluchowski rate constant 1.233e-11 cm3/s
actual rate constant 8.755e-12 cm3/s
half-time of particle count 59.8 ms
closing time from 1 nm, no noise: 31.5 ns
e-fold time, constant push of 1 nm force: 62.9 ns
pair energy at 0.3 nm gap: -127.3 kT
pair energy at 2 nm gap (asperities): -15.6 kT
W with retardation (100 nm wavelength): 1.591
0.3 nm slip: W 1.403; hard spheres 2.629
Debye length in 10 mM salt: 3.04 nm
W with 10 mV surface potential: 1.424
W with 40 mV surface potential: 5.24e+07
start-up excess of rate at half-time: 7.4 %
settling Peclet number: 1.8e-04
shear Peclet number at 1e+01 per s: 5.09e-03
shear Peclet number at 1e+06 per s: 5.09e+02
```
